# Heat Penetration in Hot Silicon during a 100 ns Laser Anneal: test program

```python
"""Heat penetration in hot silicon during a 100 ns laser pulse.

Result under test: a half-space with constant thermal diffusivity D, heated by
a constant surface flux for a time t_p, holds its heat at an rms depth
sqrt(D*t_p), which is 1 micrometre for D = 0.1 cm^2/s and t_p = 100 ns.
Symbols: k conductivity, C volumetric heat capacity, D = k/C,
ell = sqrt(D*t_p), rise = temperature above the uniform starting value.
A finite-volume solution of the heat equation checks the closed forms.
Internal units: micrometre, ns, K, and J/cm^2 for energy per area.
Material values are rough figures for silicon.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

D_CM = 0.1                 # cm^2/s
PULSE = 100.0              # ns
C_HOT = 2.3                # J/(cm^3 K)
K_HOT = D_CM * C_HOT       # W/(cm K)
START, PEAK = 1200.0, 1600.0
D = D_CM * 1e8 / 1e9       # micrometre^2/ns
ell = np.sqrt(D * PULSE)

# Grid refined towards the surface
CELLS, DEPTH, STRETCH = 300, 25.0, 4.0
faces = DEPTH * np.sinh(STRETCH * np.linspace(0, 1, CELLS + 1)) / np.sinh(STRETCH)
width = np.diff(faces)
z = 0.5 * (faces[1:] + faces[:-1])
gap = np.diff(z)


def constant_material(temp):
    return np.full_like(temp, K_HOT), np.full_like(temp, C_HOT)


def silicon(temp):
    """Rough k(T) and C(T); held constant above 1700 K, outside the results."""
    t = np.minimum(np.maximum(temp, 250.0), 1700.0)
    return 1.5 * (300.0 / t)**1.2, 1.65 + 0.65 * (t - 300.0) / 1100.0


def march(rise, start, flux, t_a, t_b, material, absorb=None):
    """Integrate the heat equation; flux(t) is in J/(cm^2 ns)."""
    if absorb is None:
        share = np.zeros(CELLS)
        share[0] = 1.0
    else:
        share = -np.diff(np.exp(-faces / absorb))

    def rate(t, r):
        k, c = material(start + r)
        flow = np.zeros(CELLS + 1)
        flow[1:-1] = -0.5 * (k[1:] + k[:-1]) * np.diff(r) / gap * 1e-5
        return (flux(t) * share - np.diff(flow)) / (width * c * 1e-4)

    sol = solve_ivp(rate, (t_a, t_b), rise, method="LSODA", rtol=1e-7,
                    atol=1e-7, lband=1, uband=1)
    assert sol.success
    return sol.y[:, -1]


def surface_rise(rise, start, flux_now, material):
    k = material(np.array([start + rise[0]]))[0][0]
    return rise[0] + flux_now * 0.5 * width[0] / (k * 1e-5)


def mean_square(heat):
    return np.sum(heat * z**2) / np.sum(heat)


def depth_at_ratio(rise, surface, ratio):
    temps = np.concatenate(([surface], rise))
    places = np.concatenate(([0.0], z))
    return np.interp(-ratio * surface, -temps, places)


def close(a, b, tol=1e-3):
    return abs(a - b) <= tol * abs(b)


# Closed forms for the constant-flux pulse
def profile(depth):
    """Rise divided by surface rise at the end of the pulse."""
    x = depth / (2 * ell)
    return np.exp(-x**2) - np.sqrt(np.pi) * x * erfc(x)


def heat_beyond(depth):
    x = depth / (2 * ell)
    return (1 + 2 * x**2) * erfc(x) - 2 * x * np.exp(-x**2) / np.sqrt(np.pi)


slab = np.sqrt(np.pi) / 2 * ell
fluence = C_HOT * (PEAK - START) * slab * 1e-4
flux0 = fluence / PULSE
mean_depth = 4 * ell / (3 * np.sqrt(np.pi))
depth_e = brentq(lambda s: profile(s) - np.exp(-1), 0.01, 5)
depth_1pc = brentq(lambda s: profile(s) - 0.01, 0.01, 8)

# Numerical solution against the closed forms
cold = np.zeros(CELLS)
end = march(cold, START, lambda t: flux0, 0, PULSE, constant_material)
heat = end * width
top = surface_rise(end, START, flux0, constant_material)
rms_num = np.sqrt(mean_square(heat))
mean_num = np.sum(heat * z) / np.sum(heat)
e_num = depth_at_ratio(end, top, np.exp(-1))
stored = np.concatenate(([0.0], np.cumsum(heat))) / np.sum(heat)
inside_num = np.interp(ell, faces, stored)
profile_error = np.max(np.abs(end / top - profile(z)))
assert close(top, PEAK - START)
assert profile_error < 1e-3
assert close(rms_num, ell)
assert close(mean_num, mean_depth)
assert close(e_num, depth_e)
assert close(depth_at_ratio(end, top, 0.01), depth_1pc, 3e-3)
assert close(inside_num, 1 - heat_beyond(ell))

# Pulse shape: mean square depth is 2*D*(mean age of heat)
ramp = march(cold, START, lambda t: 2 * flux0 * t / PULSE, 0, PULSE,
             constant_material)
triangle = march(cold, START,
                 lambda t: 2 * flux0 * (1 - abs(2 * t / PULSE - 1)),
                 0, PULSE, constant_material)
ramp_rms = np.sqrt(mean_square(ramp * width))
triangle_rms = np.sqrt(mean_square(triangle * width))
assert close(ramp_rms, np.sqrt(2 * D * PULSE / 3))
assert close(triangle_rms, ell)

# Absorption over a finite length
WEAK, STRONG = 0.5, 0.01
soft = march(cold, START, lambda t: flux0, 0, PULSE, constant_material, WEAK)
soft_rms = np.sqrt(mean_square(soft * width))
assert close(soft_rms, np.sqrt(ell**2 + 2 * WEAK**2))

# Spreading after the pulse
later = march(end, START, lambda t: 0.0, PULSE, 2 * PULSE, constant_material)
later_rms = np.sqrt(mean_square(later * width))
assert close(later_rms, np.sqrt(2 * D * 1.5 * PULSE))
assert close(later[0] / top, np.sqrt(2) - 1)


# Temperature-dependent silicon, each start heated to the same peak
def diffusivity(temp):
    k, c = silicon(np.array([temp]))
    return k[0] / c[0]


def heated(start, dose):
    rise = march(cold, start, lambda t: dose / PULSE, 0, PULSE, silicon)
    return rise, surface_rise(rise, start, dose / PULSE, silicon)


cases = []
for start in (300.0, 700.0, 1200.0):
    dose = brentq(lambda e: start + heated(start, e)[1] - PEAK, 0.01, 1.0,
                  xtol=1e-6)
    rise, surf = heated(start, dose)
    # C is linear in T here, so its midpoint value gives the exact enthalpy
    energy = silicon(start + rise / 2)[1] * rise * width
    assert close(np.sum(energy) * 1e-4, dose)
    square = mean_square(energy)
    low = diffusivity(PEAK) * 0.1 * PULSE
    high = diffusivity(start) * 0.1 * PULSE
    assert low < square < high
    cases.append((start, dose, np.sqrt(square),
                  depth_at_ratio(rise, surf, np.exp(-1)),
                  np.sqrt(low), np.sqrt(high)))
assert cases[0][2] > cases[1][2] > cases[2][2]

# Sizes of other neglected effects
flux_w = flux0 * 1e9                                   # W/cm^2
radiated = Stefan_Boltzmann * PEAK**4 * 1e-4           # W/cm^2
SOUND = 6e5                                            # cm/s
free_path = 3 * D_CM / SOUND * 1e7                     # nm
DOPANT_D = 1e-11                                       # cm^2/s
dopant_nm = np.sqrt(DOPANT_D * PULSE * 1e-9) * 1e7
SPOT_UM, WAFER_UM, LAYER_UM, MELT = 1000.0, 700.0, 0.05, 1700.0
wafer_ms = WAFER_UM**2 / D * 1e-6
melt_fluence = fluence * (MELT - START) / (PEAK - START)
assert radiated < 1e-3 * flux_w and free_path * 1e-3 < 0.01 * ell

print(f"Diffusivity D: {D_CM:.2f} cm^2/s; pulse: {PULSE:.0f} ns")
print(f"Heat capacity C (rough): {C_HOT:.2f} J/(cm^3 K)")
print(f"Conductivity k = D C: {K_HOT:.3f} W/(cm K)")
print(f"Start and peak temperature: {START:.0f} K, {PEAK:.0f} K")
print(f"ell = sqrt(D t_p): {ell:.3f} um = {ell*1e3:.0f} nm")
print(f"rms heat depth, numerical: {rms_num:.4f} um")
print(f"Mean heat depth, formula: {mean_depth:.4f} um")
print(f"Mean heat depth, numerical: {mean_num:.4f} um")
print(f"Equivalent heated thickness: {slab:.4f} um")
print(f"1/e temperature depth, formula: {depth_e:.4f} um")
print(f"1/e temperature depth, numerical: {e_num:.4f} um")
print(f"1% temperature depth: {depth_1pc:.3f} um")
print(f"Heat within ell, formula: {100*(1-heat_beyond(ell)):.2f} %")
print(f"Heat within ell, numerical: {100*inside_num:.2f} %")
print(f"Largest profile error / surface rise: {profile_error:.1e}")
print(f"Absorbed fluence: {fluence:.4f} J/cm^2")
print(f"Absorbed flux: {flux_w:.3e} W/cm^2")
print(f"Surface rise, numerical: {top:.2f} K")
drop = (PEAK - START) * (1 - profile(LAYER_UM))
print(f"Temperature drop over {LAYER_UM*1e3:.0f} nm layer: {drop:.1f} K")
print(f"Rising-ramp pulse, rms depth: {ramp_rms:.4f} um")
print(f"Triangular pulse, full base t_p, rms depth: {triangle_rms:.4f} um")
print(f"Triangle with half-maximum width t_p: {np.sqrt(2)*ell:.3f} um")
print(f"Absorption length {WEAK:.2f} um, rms depth: {soft_rms:.4f} um")
strong_rms = np.sqrt(ell**2 + 2 * STRONG**2)
print(f"Absorption length {STRONG:.2f} um, rms depth: {strong_rms:.4f} um")
print(f"rms depth at {2*PULSE:.0f} ns: {later_rms:.4f} um")
print(f"Surface rise at {2*PULSE:.0f} ns / peak rise: {later[0]/top:.4f}")
for temp in (300.0, 700.0, 1200.0, 1400.0, 1600.0):
    print(f"Rough silicon D at {temp:.0f} K: {diffusivity(temp):.3f} cm^2/s")
for start, dose, rms, e_depth, low, high in cases:
    print(f"Variable k, C; start {start:.0f} K: fluence {dose:.3f} J/cm^2")
    print(f"  rms depth {rms:.3f} um; 1/e depth {e_depth:.3f} um")
    print(f"  bounds on rms depth: {low:.3f} to {high:.3f} um")
print(f"Blackbody loss at peak: {radiated:.1f} W/cm^2")
print(f"Blackbody loss / absorbed flux: {radiated/flux_w:.1e}")
print(f"Spot width (assumed): {SPOT_UM:.0f} um; ell/width: {ell/SPOT_UM:.1e}")
print(f"Wafer thickness (assumed): {WAFER_UM:.0f} um")
print(f"Diffusion time through wafer: {wafer_ms:.0f} ms")
print(f"Phonon speed (rough): {SOUND:.0e} cm/s")
print(f"Single-path phonon mean free path: {free_path:.1f} nm")
print(f"Dopant diffusivity at peak (rough): {DOPANT_D:.0e} cm^2/s")
print(f"Dopant diffusion length in pulse: {dopant_nm:.3f} nm")
print(f"Melting temperature (rough): {MELT:.0f} K")
print(f"Fluence to reach melting: {melt_fluence:.4f} J/cm^2")
print("verified")
```

It prints:

```
Diffusivity D: 0.10 cm^2/s; pulse: 100 ns
Heat capacity C (rough): 2.30 J/(cm^3 K)
Conductivity k = D C: 0.230 W/(cm K)
Start and peak temperature: 1200 K, 1600 K
ell = sqrt(D t_p): 1.000 um = 1000 nm
rms heat depth, numerical: 1.0000 um
Mean heat depth, formula: 0.7523 um
Mean heat depth, numerical: 0.7523 um
Equivalent heated thickness: 0.8862 um
1/e temperature depth, formula: 0.9675 um
1/e temperature depth, numerical: 0.9675 um
1% temperature depth: 3.211 um
Heat within ell, formula: 72.01 %
Heat within ell, numerical: 72.01 %
Largest profile error / surface rise: 9.2e-06
Absorbed fluence: 0.0815 J/cm^2
Absorbed flux: 8.153e+05 W/cm^2
Surface rise, numerical: 400.01 K
Temperature drop over 50 nm layer: 17.5 K
Rising-ramp pulse, rms depth: 0.8165 um
Triangular pulse, full base t_p, rms depth: 1.0000 um
Triangle with half-maximum width t_p: 1.414 um
Absorption length 0.50 um, rms depth: 1.2248 um
Absorption length 0.01 um, rms depth: 1.0001 um
rms depth at 200 ns: 1.7321 um
Surface rise at 200 ns / peak rise: 0.4142
Rough silicon D at 300 K: 0.909 cm^2/s
Rough silicon D at 700 K: 0.288 cm^2/s
Rough silicon D at 1200 K: 0.130 cm^2/s
Rough silicon D at 1400 K: 0.103 cm^2/s
Rough silicon D at 1600 K: 0.083 cm^2/s
Variable k, C; start 300 K: fluence 0.308 J/cm^2
  rms depth 2.301 um; 1/e depth 1.123 um
  bounds on rms depth: 0.912 to 3.015 um
Variable k, C; start 700 K: fluence 0.194 J/cm^2
  rms depth 1.477 um; 1/e depth 1.054 um
  bounds on rms depth: 0.912 to 1.696 um
Variable k, C; start 1200 K: fluence 0.081 J/cm^2
  rms depth 1.086 um; 1/e depth 0.954 um
  bounds on rms depth: 0.912 to 1.141 um
Blackbody loss at peak: 37.2 W/cm^2
Blackbody loss / absorbed flux: 4.6e-05
Spot width (assumed): 1000 um; ell/width: 1.0e-03
Wafer thickness (assumed): 700 um
Diffusion time through wafer: 49 ms
Phonon speed (rough): 6e+05 cm/s
Single-path phonon mean free path: 5.0 nm
Dopant diffusivity at peak (rough): 1e-11 cm^2/s
Dopant diffusion length in pulse: 0.010 nm
Melting temperature (rough): 1700 K
Fluence to reach melting: 0.1019 J/cm^2
verified
```
